# Upstream and downstream spin decay lengths in a drifting nondegenerate electron gas

In a model of lightly doped n-type silicon at 300 K, a thin spin source keeps 20 % of the electron density polarised while a field of 100 V/cm drives the electrons past it. Ten micrometres along the drift the polarisation is still 8.65 %. Ten micrometres against the drift it is 0.181 %, smaller by a factor of 48. The material, the spin lifetime and the distance are the same on both sides. The asymmetry comes from the competition between drift and diffusion.

Let $n_\uparrow$ and $n_\downarrow$ be the densities of the two spin species, $n=n_\uparrow+n_\downarrow$ the total density and $s=n_\uparrow-n_\downarrow$ the spin density. The polarisation is $P=s/n$. All quantities vary along $x$ alone. The symbol $E$ denotes the magnitude of the electric field and $e$ the positive elementary charge. The axis $+x$ points along the electron drift, which is opposite to the field vector, so the force on each electron is $+eE$. "Downstream" means $x>0$ and "upstream" means $x<0$.

The flux of each species follows from its momentum balance. In a nondegenerate gas, species $\sigma$ obeys Boltzmann statistics and has the pressure $n_\sigma kT$. Let $u_\sigma$ be its mean velocity, $m$ the conductivity mass and $\tau_p$ the momentum relaxation time, taken equal for both spins. In a steady flow the force, the pressure gradient and the friction add to zero:

$$
0=n_\sigma eE-kT\,\frac{dn_\sigma}{dx}-\frac{m\,n_\sigma u_\sigma}{\tau_p}.
$$

Two small terms have been dropped. The inertial term is smaller than the pressure term by a factor of order $mv^2/kT$, where $v$ is the drift speed (in a weak field, where diffusion sets the species velocity, by less than $\tau_p$ divided by the spin lifetime), and the momentum carried over by spin flips is smaller than the friction by about $\tau_p$ divided by the spin lifetime. Solving for the flux $J_\sigma=n_\sigma u_\sigma$ gives

$$
J_\sigma=v\,n_\sigma-D\,\frac{dn_\sigma}{dx},\qquad
v=\mu E,\quad \mu=\frac{e\tau_p}{m},\quad D=\frac{kT\tau_p}{m}.
$$

The ratio of the two coefficients is the Einstein relation, $D/\mu=kT/e$. It ties diffusion to drift, and it will fix the upstream length in a strong field.

Spin flips exchange electrons between the species. If each electron flips at the rate $1/(2\tau)$, the net loss from the up species is $(n_\uparrow-n_\downarrow)/(2\tau)$. The down species gains the same amount, so $s$ decays at the full rate $1/\tau$, and $\tau$ is the spin lifetime. The source is a thin plane at $x=0$ which, per unit area and time, adds $G/2$ up electrons and removes $G/2$ down electrons. It supplies spin at the rate $G$ and no charge. In the steady state

$$
\frac{dJ_\uparrow}{dx}=-\frac{n_\uparrow-n_\downarrow}{2\tau}+\frac G2\,\delta(x),\qquad
\frac{dJ_\downarrow}{dx}=+\frac{n_\uparrow-n_\downarrow}{2\tau}-\frac G2\,\delta(x).
$$

Adding the equations removes the flips and the source and leaves $v\,n'-D\,n''=0$, where a prime means $d/dx$. A uniform $n$ equal to the donor density solves this equation. It also leaves no space charge, so by Gauss's law the field is uniform, as was assumed. Nothing here required $s$ to be small compared with $n$, so the solution holds at any polarisation that keeps both densities positive.

Equal mobilities are essential to this step. Suppose that the up species has both its mobility and its diffusion constant multiplied by $r$, with the field held fixed, and let $a_\uparrow$ and $a_\downarrow$ be the deviations of the two densities from $n/2$. The summed equation now says that $y=r a_\uparrow+a_\downarrow$ obeys $vy'-Dy''=0$. Its solutions are a constant and $e^{vx/D}$, and both are excluded if $y$ vanishes far away on each side. Hence $a_\downarrow=-r a_\uparrow$, and

$$
a_\uparrow+a_\downarrow=(1-r)a_\uparrow,\qquad s=a_\uparrow-a_\downarrow=(1+r)a_\uparrow,
\qquad a_\uparrow+a_\downarrow=-\frac{r-1}{r+1}\,s .
$$

For $r=1.1$ the total density shifts by about 5 % of the spin density. Solving the two equations by finite differences, with the source strength of the example, gives a largest shift of 0.92 % of $n$. In a real sample such a shift would carry charge. Because the Debye length is much shorter than the spin decay lengths here, the field adjusts so that the total density stays nearly uniform. The field itself then varies along $x$, and an equation with constant $v$ no longer holds exactly.

With equal mobilities, subtracting the two continuity equations gives a closed equation for the spin density:

$$
D s''-v s'-\frac{s}{\tau}=-G\,\delta(x).
$$

Away from the source the right side is zero. The trial function $s\propto e^{\kappa x}$ gives

$$
D\kappa^2-v\kappa-\frac1\tau=0,\qquad
\kappa_\pm=\frac{v\pm R}{2D},\qquad R=\sqrt{v^2+\frac{4D}{\tau}} .
$$

Since $R>v$, one root is positive and the other negative. The sample is taken to extend many decay lengths to each side, so the spin density must vanish far from the source. This selects $\kappa_-$ for $x>0$ and $\kappa_+$ for $x<0$:

$$
s=s_0e^{-x/L_d}\ (x>0),\qquad s=s_0e^{x/L_u}\ (x<0),\qquad
\frac1{L_d}=\frac{R-v}{2D},\quad \frac1{L_u}=\frac{R+v}{2D}.
$$

To bring the lengths to a simpler form, multiply numerator and denominator by the conjugate factor and use $R^2-v^2=4D/\tau$. For the downstream length,

$$
L_d=\frac{2D}{R-v}=\frac{2D(R+v)}{R^2-v^2}=\frac{\tau}{2}(R+v),
$$

and the same step for the other root gives $L_u=\tau(R-v)/2$. Together,

$$
\boxed{L_{d,u}=\frac{\tau}{2}\left[\sqrt{v^2+\frac{4D}{\tau}}\pm v\right]}
$$

with the plus sign for downstream. Reversing the field exchanges the two sides.

The amplitude follows from the source. The spin density is continuous at $x=0$, while the spin flux $J_s=vs-Ds'$ must jump by $G$. Just to the right $J_s=vs_0+Ds_0/L_d$, and just to the left $J_s=vs_0-Ds_0/L_u$. The drift parts cancel in the difference, so

$$
G=Ds_0\left(\frac1{L_d}+\frac1{L_u}\right)=s_0R,\qquad s_0=\frac GR .
$$

At fixed source strength, a field lowers the spin density at the source because it carries spin away faster. The integrated spin is nevertheless fixed: $s_0(L_d+L_u)=(G/R)(\tau R)=G\tau$. The field redistributes it, leaving a share $L_d/(L_d+L_u)$ downstream.

Three combinations of the lengths show what each one measures. Their product and difference are

$$
L_dL_u=\frac{\tau^2}{4}(R^2-v^2)=D\tau\equiv L^2,\qquad L_d-L_u=v\tau ,
$$

where $L$ is the ordinary spin diffusion length. The difference is the distance drifted in one spin lifetime. The difference of the inverse lengths is

$$
\frac1{L_u}-\frac1{L_d}=\frac vD=\frac{eE}{kT}.
$$

Therefore, at equal distances $d$ from the source,

$$
\frac{s(d)}{s(-d)}=e^{eEd/kT}.
$$

The lifetime and the mobility have dropped out. In the example the voltage across 10 µm is 0.1 V and $kT/e$ is 25.85 mV, so the exponent is 3.87 and the ratio is 48. This is the factor between the two polarisations quoted at the start.

The same profile can be built from the history of individual pulses, which shows why one spin lifetime produces two lengths. Spin released at one instant drifts by $vt$, spreads as a Gaussian of variance $2Dt$, and decays as $e^{-t/\tau}$. A steady source is a sum over release times:

$$
s(x)=G\int_0^\infty\frac{dt}{\sqrt{4\pi Dt}}
\exp\left[-\frac{(x-vt)^2}{4Dt}-\frac t\tau\right].
$$

Expanding the square turns the exponent into $vx/(2D)-x^2/(4Dt)-R^2t/(4D)$, because $v^2/(4D)+1/\tau=R^2/(4D)$. Put $t=w^2$, $\alpha=|x|/(2\sqrt D)$ and $\beta=R/(2\sqrt D)$. Then

$$
s(x)=\frac{G\,e^{vx/2D}}{\sqrt{\pi D}}\,e^{-2\alpha\beta}K,\qquad
K=\int_0^\infty e^{-(\beta w-\alpha/w)^2}dw .
$$

For $x\neq0$, the substitution $w\to\alpha/(\beta w)$ leaves the squared bracket unchanged and turns $dw$ into $\alpha\,dw/(\beta w^2)$. Averaging the two forms of $K$ gives

$$
K=\frac1{2\beta}\int_0^\infty\left(\beta+\frac{\alpha}{w^2}\right)e^{-(\beta w-\alpha/w)^2}dw
=\frac1{2\beta}\int_{-\infty}^{\infty}e^{-z^2}dz=\frac{\sqrt\pi}{2\beta},
$$

with $z=\beta w-\alpha/w$. At $x=0$ the integral is an ordinary half Gaussian with the same value. Since $2\alpha\beta=R|x|/(2D)$ and $\sqrt\pi/(2\beta)=\sqrt{\pi D}/R$,

$$
s(x)=\frac GR\exp\left[\frac{vx-R|x|}{2D}\right],
$$

which is the profile already found. Spin upstream comes from electrons that diffused against the drift. In the expanded exponent the sign of $x$ appears only in the term $vx/(2D)$, which does not contain $t$. At equal distances $d$ on the two sides, the surviving spins therefore have the same distribution of ages. The two sides differ only in the amount of spin, by the factor $e^{vd/D}=e^{eEd/kT}$ found above.

The crossover between weak and strong fields is set by $\xi=vL/(2D)=eEL/(2kT)$. Writing $\xi=E/E_c$ defines $E_c=2kT/(eL)$. Because $L^2=D\tau$, we have $v\tau/2=\xi L$ and $R\tau/2=L\sqrt{1+\xi^2}$, hence

$$
L_{d,u}=L\left(\sqrt{1+\xi^2}\pm\xi\right)=L\,e^{\pm\operatorname{arsinh}\xi}.
$$

For $\xi\ll1$ this gives $L_{d,u}\approx L(1\pm\xi)$, so the first effect of a field is an equal and opposite change of the two lengths. For $\xi\gg1$ the downstream length approaches $2\xi L=v\tau$, and the upstream length approaches

$$
L_u\to\frac{L}{2\xi}=\frac Dv=\frac{kT}{eE}.
$$

This is the distance over which an electron moving upstream gains potential energy $kT$. In this limit relaxation is too slow to matter on the upstream side, and the profile is a Boltzmann factor in which diffusion and drift nearly cancel. At any finite lifetime $L_u$ is shorter than $kT/(eE)$, since $R+v>2v$ in $L_u=2D/(R+v)$.

The example takes rough typical values for lightly doped silicon: $\mu=1400$ cm²/Vs, $\tau=7$ ns and $n=10^{15}$ cm⁻³. At 100 V/cm the drift speed is $1400\times100=1.40\times10^5$ cm/s, or 1.40 µm/ns. The diffusion constant is $1400\times0.02585=36.19$ cm²/s, or 3.619 µm²/ns. Then

$$
R=\sqrt{1.40^2+\frac{4\times3.619}{7}}=2.007\ \text{µm/ns},
$$

$$
L_d=3.5\,(2.007+1.400)=11.9\ \text{µm},\qquad
L_u=3.5\,(2.007-1.400)=2.12\ \text{µm}.
$$

In nanometres these are about 11 900 and 2120. The zero-field length is $L=5.03$ µm and the crossover field is 103 V/cm, so the example lies close to the crossover. The downstream side holds 84.9 % of the spin. The polarisations at 10 µm are $20\,\%\times e^{-10/11.925}=8.65\,\%$ and $20\,\%\times e^{-10/2.125}=0.181\,\%$.

The required source is $G=0.20\,nR$, equivalent to a spin current density $eG=6.43$ A/cm², while the charge current density $env$ is 22.4 A/cm². If the field is removed with $G$ held fixed, $R$ falls to $\sqrt{4D/\tau}$ and the polarisation at the source rises to 27.9 %. At 10 µm, however, it is 3.83 %. The field thus lowers the polarisation at the source but raises it at the downstream point by a factor of 2.3.

With mobility, lifetime and temperature held fixed, the formulas give:

| $E$ (V/cm) | $L_d$ (µm) | $L_u$ (µm) | $kT/(eE)$ (µm) |
|---:|---:|---:|---:|
| 10 | 5.55 | 4.57 | 25.9 |
| 30 | 6.71 | 3.77 | 8.62 |
| 100 | 11.9 | 2.12 | 2.59 |
| 300 | 30.2 | 0.838 | 0.862 |
| 1000 | 98.3 | 0.258 | 0.259 |

By 300 V/cm the upstream length is within 3 % of its strong-field limit. The last row strains the assumption of constant mobility. With a rough saturation speed $v_{sat}=10^7$ cm/s, the ratio $\mu E/v_{sat}$ is 0.14 there. The simple interpolation $v=\mu E/(1+\mu E/v_{sat})$ would lower the drift speed, and with it nearly the whole of $L_d$, by about 12 %. At 100 V/cm the same interpolation, with $D$ held fixed, lowers $L_d$ by 0.96 % and raises $L_u$ by 0.97 %. These figures depend on the interpolation and are best read as high estimates: the form $v=\mu E/\sqrt{1+(\mu E/v_{sat})^2}$ lowers $L_d$ by only 1 % at 1000 V/cm and by less than 0.01 % at 100 V/cm.

Degeneracy changes the Einstein relation. In equilibrium drift and diffusion cancel, so $\mu En=Dn'$. The density depends on $\eta$, the chemical potential measured from the band edge in units of $kT$, and the band edge falls along $+x$, so $\eta'=eE/kT$. Hence $D/\mu=(kT/e)\,n/(dn/d\eta)$. For a parabolic band with effective density of states $N_c$, expanding the Fermi function in powers of $e^\eta$ and integrating term by term gives

$$
n=N_c\left(e^\eta-\frac{e^{2\eta}}{2^{3/2}}+\dots\right),\qquad
\frac{eD}{\mu kT}=\frac{n}{dn/d\eta}\approx1+\frac{n}{2^{3/2}N_c}.
$$

Six valleys with masses $0.92\,m_0$ and $0.19\,m_0$, where $m_0$ is the free-electron mass, give $N_c=2.74\times10^{19}$ cm⁻³. The correction is then $1.3\times10^{-5}$. In a strongly degenerate gas the two species of a polarised sample would have different diffusion constants, and the linear equation for $s$ would hold only at small polarisation. With constant $\tau_p$ and local neutrality, the effective spin diffusion constant deep in the degenerate regime falls by about 3 % at $P=0.2$ and by about 30 % at $P=0.6$.

The hydrodynamic assumptions can be sized in the same way. With equally filled valleys, cubic symmetry makes the mobility isotropic, and the conductivity mass is $3/(1/0.92+2/0.19)=0.258$ in units of $m_0$. This gives $\tau_p=0.206$ ps and $mv^2/kT=1.1\times10^{-4}$. The free path $\tau_p\sqrt{kT/m}$ is 27 nm, or 1.3 % of $L_u$. It would equal $kT/(eE)$ at 9.5 kV/cm. At such a field the mobility is no longer constant, and the diffusive description fails within a few free paths of the source. The Boltzmann form of the upstream tail is more robust: for a Maxwellian velocity distribution multiplied by $e^{eEx/kT}$, the effects of motion and field cancel at any free path, and collisions with a lattice at temperature $T$ leave it unchanged. This solution describes the tail when the source polarises electrons at the lattice temperature. If it acts on electrons already heated by a strong field, the upstream tail decays more slowly than $e^{eEx/kT}$. Balancing the power $evE$ against energy loss in a rough 0.3 ps heats the electrons by 0.03 K.

Collisions between opposite spins also slow their relative diffusion. A rough collision rate is the opposite-spin density $n/2$ times the thermal speed $\sqrt{3kT/m}$ and the cross-section $\pi b^2\ln(\lambda_D/b)$. Here $b$ is the distance at which the Coulomb energy of two electrons, reduced by the relative permittivity of 11.7, equals $kT$, and $\lambda_D=129$ nm is the Debye length. Multiplied by $\tau_p$, this suggests a reduction of $D$ by about half a per cent, as an order of magnitude. The drift speed is unaffected, so $v/D$ rises by the same fraction and the ratio of 48 becomes about 49.

For a real silicon device, temperature and contact geometry matter far more than these corrections. If the mobility falls roughly as $T^{-2.4}$ and the lifetime as $T^{-3}$, then at 358 K (85 °C) they are 915 cm²/Vs and 4.11 ns. At the same field $L_d$ drops to 5.78 µm, about half its value at 300 K, while $L_u$ changes little, to 2.01 µm. The upstream length depends on $L$ and $kT/(eE)$ alone: the shorter $L$ reduces it, and the larger $kT/(eE)$ partly compensates. The 20 % polarisation is an assumed value, and the lengths do not depend on it. They do depend on the assumption that the same field acts on both sides. If the injecting contact also supplies the charge current and that current flows to one side, the other side has no drift, and its decay length is 5.03 µm instead of 2.12 µm. Contacts that absorb spin change the boundary conditions, and a transverse magnetic field that makes it precess adds terms to the equation.

Numerical values quoted here were computed with a short program.
